# Which angular law should diffuse reemission follow in an inert trench?

## Question

I am writing a particle simulation of neutral transport in etched trenches. As a first case I closed a long rectangular trench with a lid and made all four walls inert: a particle that hits a wall leaves again, in a random direction unrelated to its arrival. There are no gas-phase collisions. I sample the new direction uniformly in solid angle over the outward hemisphere, because an isotropic gas should have no preferred direction.

I expected equal flux on every wall. With a depth ten times the width, however, the bottom and lid receive about 2.3 times the perimeter-averaged flux and the sidewalls about 0.87 times. The flux in the corner cells also rises whenever I refine them. Is this geometrical shadowing, or is my sampling wrong?

## Answer

The sampling is wrong. An isotropic gas has equal particle density per solid angle, whereas your rule gives equal emitted flux per solid angle. The two differ by a factor \(\cos\theta\), where \(\theta\) is the angle from the wall normal. "Flux" below means arrivals per area and time.

### What the wall must return

Let a gas of density \(n\) be isotropic. Particles of speed \(v\) travelling within \(d\Omega\) have density \(n\,d\Omega/4\pi\). Those striking unit area in unit time fill an oblique column of volume \(v\cos\theta\), so the arrival rate is

\[
\frac{n v}{4\pi}\cos\theta\,d\Omega .
\]

The mean cosine of the arrivals is therefore

\[
\frac{\int_0^1\mu^2d\mu}{\int_0^1\mu\,d\mu}=\frac23,\qquad \mu=\cos\theta .
\]

Let \(R(\Omega'\to\Omega)\) be the probability density for leaving along \(\Omega\) after arriving from direction \(\Omega'\), both drawn outward from the wall. In equilibrium at one temperature, detailed balance equates the rate of each scattering event with that of its time reverse:

\[
\cos\theta'\,R(\Omega'\to\Omega)=\cos\theta\,R(\Omega\to\Omega').
\]

A wall without memory has \(R(\Omega'\to\Omega)=q(\Omega)\). Then \(q(\Omega)/\cos\theta=q(\Omega')/\cos\theta'\) for every pair of directions, so \(q\) is proportional to \(\cos\theta\). Since \(\int\cos\theta\,d\Omega=2\pi\int_0^1\mu\,d\mu=\pi\), normalization gives

\[
q(\Omega)=\frac{\cos\theta}{\pi}.
\]

Your rule, \(q=1/2\pi\), fails the balance whenever \(\theta\ne\theta'\). Its emitted density per solid angle is the flux divided by \(v\cos\theta\), which is proportional to \(1/\cos\theta\): there are too many particles at grazing angles.

In code, the density of \(\mu\) for the cosine law is \(2\mu\), its cumulative probability is \(\mu^2\), and the recipe is \(\mu=\sqrt U\) with \(U\) uniform on \((0,1)\). Yours is \(\mu=U\), with mean 1/2 instead of 2/3. The azimuth is uniform in both cases.

### Why the cosine law gives uniform flux

A wall element \(dA_y\), seen from \(x\) at distance \(r\), fills the solid angle \(\cos\theta_y\,dA_y/r^2\). The probability per area of flying from \(x\) to a visible point \(y\) is thus

\[
K_{\cos}(x\to y)=\frac{\cos\theta_x\cos\theta_y}{\pi r^2},\qquad
K_{\rm uni}(x\to y)=\frac{\cos\theta_y}{2\pi r^2}.
\]

The first is symmetric in \(x\) and \(y\); the second is not. The steady flux obeys \(\Gamma(y)=\int\Gamma(x)K(x\to y)\,dA_x\). Insert a constant \(\Gamma_0\) and use the symmetry:

\[
\Gamma_0\int K_{\cos}(x\to y)\,dA_x=\Gamma_0\int K_{\cos}(y\to x)\,dA_x=\Gamma_0 .
\]

The last integral is 1 because a particle leaving \(y\) must land somewhere. Uniform flux is therefore steady.

It is also the only continuous steady flux, up to its level. The same symmetry makes \(\Gamma(y)\) a weighted average of \(\Gamma\) over the points visible from \(y\). Where \(\Gamma\) is largest, all visible points must share that value. In a rectangle, repeating the argument from those points covers every wall.

### Reduction to the cross-section

For a trench of unlimited length, measure \(\chi\) from its long axis and the in-plane angle \(\phi\) from the wall normal. Then \(d\Omega=\sin\chi\,d\chi\,d\phi\) and \(\cos\theta=\sin\chi\cos\phi\). Integrating over \(\chi\) gives the densities of \(\phi\) on \((-\pi/2,\pi/2)\):

\[
\frac{1}{2\pi}\int_0^\pi\sin\chi\,d\chi=\frac1\pi,\qquad
\frac{\cos\phi}{\pi}\int_0^\pi\sin^2\chi\,d\chi=\frac{\cos\phi}{2}.
\]

A line element \(dl_y\) at in-plane distance \(\rho\) subtends \(d\phi=\cos\phi_y\,dl_y/\rho\), so the kernels per length are

\[
k_{\rm uni}=\frac{\cos\phi_y}{\pi\rho},\qquad
k_{\cos}=\frac{\cos\phi_x\cos\phi_y}{2\rho}.
\]

### Could a nonuniform density restore detailed balance?

Your rule might still balance around some other steady flux \(g\), with \(g(x)k(x\to y)=g(y)k(y\to x)\). If so, multiplying these equations around a closed cycle cancels every \(g\), and the forward and reverse products of \(k\) must agree.

Take \(P\) on the left wall at height \(a\), \(Q\) on the bottom at distance \(b\) from the left wall, and \(S\) on the right wall at height \(c\); the width is \(w\). The factors \(\rho\) cancel in each pair, leaving the target cosines:

\[
\frac{k(P\to Q)}{k(Q\to P)}=\frac ab,\qquad
\frac{k(Q\to S)}{k(S\to Q)}=\frac{w-b}{c},\qquad
\frac{k(S\to P)}{k(P\to S)}=1 .
\]

The cycle ratio is \(a(w-b)/(bc)\), generally different from 1. For \(a=2.036\), \(b=0.280\), \(c=0.636\) in units of \(w\), it is 8.23. No density can repair the imbalance; the steady state carries circulating currents.

### Where the excess at the ends comes from

Start with unit flux everywhere and apply your rule once. From a sidewall point at distance \(\zeta\) from the bottom, the bottom subtends \(\arctan(w/\zeta)\). Two sidewalls of depth \(h\) send to it

\[
\frac2\pi\int_0^h\arctan\frac w\zeta\,d\zeta
=\frac2\pi\left[h\arctan\frac wh+\frac w2\ln\left(1+\frac{h^2}{w^2}\right)\right],
\]

by parts, since the derivative of \(\arctan(w/\zeta)\) is \(-w/(\zeta^2+w^2)\). A lid point at \(x\) sees the bottom under the angle \(\arctan(x/h)+\arctan((w-x)/h)\). The two terms integrate equally, so the lid sends

\[
\frac2\pi\int_0^w\arctan\frac xh\,dx
=\frac2\pi\left[w\arctan\frac wh-\frac h2\ln\left(1+\frac{w^2}{h^2}\right)\right].
\]

Add these, divide by \(w\), and set \(A=h/w\). The mean bottom flux after one bounce is

\[
B(A)=\frac2\pi\left[(1+A)\arctan\frac1A+\frac12\ln(1+A^2)-\frac A2\ln\left(1+\frac1{A^2}\right)\right].
\]

For a square, the logarithms cancel and \(B(1)=1\), as symmetry requires. For large \(A\), the three terms tend to \(1\), \(\ln A\) and \(0\), so \(B\approx(2/\pi)(1+\ln A)\). At \(A=20\) this estimate gives 2.54 and the full formula 2.56.

The logarithm comes from grazing emission. A distant sidewall point sends the fraction \(w/(\pi\zeta)\) to the bottom under your rule. Under the cosine law, with \(\alpha=\arctan(w/\zeta)\), the fraction is

\[
\int_{\pi/2-\alpha}^{\pi/2}\frac{\cos\phi}{2}\,d\phi=\frac{1-\cos\alpha}{2}\approx\frac{w^2}{4\zeta^2}.
\]

Summed along the wall, the first grows logarithmically with depth and the second converges.

Further bounces change the numbers but do not remove the error. I solved the steady balance by dividing the walls into small panels and using the angles they subtend. The ratio of mean end flux to mean sidewall flux is 1.34, 1.97, 2.67 and 3.63 for \(A=2,5,10,20\). At \(A=10\) the end and sidewall fluxes are 2.32 and 0.868 times the perimeter mean, which are your numbers. Separate three-dimensional ray tracing gives 2.317 and 0.869; with the cosine law it gives 0.999 and 1.000.

### Why the corner cells never settle

Let \(b\) now be the distance from a corner along one wall and \(a\) that along the adjacent wall. At right angles, the target cosine is \(a/\rho\) with \(\rho^2=a^2+b^2\). Unit flux on an adjacent wall of length \(h\) would deliver

\[
\int_0^h\frac{a\,da}{\pi(a^2+b^2)}=\frac1{2\pi}\ln\left(1+\frac{h^2}{b^2}\right),
\]

which diverges as \(b\to0\). Uniform flux is thus not steady under your rule in any rectangle, the square included. In the square, the steady flux at a wall centre is 0.76 of the mean.

For the leading behaviour, try \(\Gamma=Cs^{-p}\) at distance \(s\) from the corner on both walls, with \(0<p<2\). Far surfaces add only a bounded amount, so extend the integral to infinity and put \(a=bu\):

\[
\int_0^\infty\frac{C a^{1-p}}{\pi(a^2+b^2)}\,da
=\frac{C b^{-p}}{\pi}\int_0^\infty\frac{u^{1-p}}{1+u^2}\,du
=\frac{C b^{-p}}{2\sin(\pi p/2)} .
\]

The last step sets \(t=u^2\), which gives half of Euler's beta integral \(\int_0^\infty t^{-p/2}(1+t)^{-1}dt=\pi/\sin(\pi p/2)\). Self-consistency requires \(\sin(\pi p/2)=1/2\), so \(p=1/3\) or \(5/3\). The second would put infinitely many arrivals near the corner, leaving

\[
\Gamma\propto s^{-1/3}.
\]

A fit to the panel solution at \(A=10\), between \(10^{-5}\) and \(10^{-3}\) widths from a bottom corner, gives the exponent \(-0.333\). To leading order, a small corner cell of size \(\delta\) reports the average \(\tfrac32C\delta^{-1/3}\), so a cell eight times smaller reports about twice the flux. Refinement cannot cure this.

Under the cosine law the adjacent wall delivers

\[
\int_0^h\frac{ab\,da}{2(a^2+b^2)^{3/2}}=\frac12\left(1-\frac{b}{\sqrt{h^2+b^2}}\right)\to\frac12 ,
\]

which stays finite.

### A test geometry that would miss the error

In a sphere of radius \(R\), every chord meets the wall at equal angles, with \(\cos\theta_x=\cos\theta_y=r/2R\). Then \(K_{\rm uni}=1/(4\pi Rr)\) is symmetric and the flux is uniform even with your rule. In a long circular cylinder, \(\cos\phi_y=\rho/2R\) makes \(k_{\rm uni}=1/(2\pi R)\), a constant, with the same outcome. Because each chord leaves and arrives at the same angle, the arrivals copy your emission law, with mean cosine 1/2 instead of 2/3, and each scattering event even balances its reverse. The state is still not equilibrium: the gas is not isotropic, and in the sphere its density rises towards the wall. A wall-flux map does not reveal this. A rectangular box does.

### An open trench: argon in silicon

Replace the lid by a mouth fed by an isotropic gas. Its arrivals follow the cosine law, so the mouth acts like a cosine-emitting wall with the incident flux \(\Gamma_0\). With cosine walls, the closed-trench argument gives \(\Gamma_0\) on the bottom and sidewalls too, at any depth. Inert surfaces cast no flux shadow in this model.

Take a trench 50 nm wide and 500 nm deep, with argon at 10 mTorr and 400 K. Integrating the arrival rate over angle gives \(n\bar v/4\). With \(n=P/k_BT\) and \(\bar v=\sqrt{8k_BT/\pi m}\),

\[
\Gamma_0=\frac{P}{\sqrt{2\pi m k_BT}}=2.78\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

Walls at 300 K do not alter this: the chance of hitting a given surface next depends on direction, not speed.

Keep the mouth correct and let the solid walls emit uniformly in solid angle. The mean sidewall flux falls to 0.418 of the true value, or \(1.16\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}\), and to 0.31 at mid-depth. The bottom mean is 1.17 times the true value, so checking the bottom alone would hide most of the error. That mean combines 0.91 at the centre with high corners: a 4 nm corner cell reports 1.97 and a 0.5 nm cell about 3.9, close to the predicted doubling.

The number of wall hits per entering particle is the flux ratio summed over wall lengths in units of \(w\). It should be \(1+2\times10=21\), but is \(1.17+20\times0.418\approx9.5\). Too much grazing emission within the cross-section makes flights that span several widths of depth too frequent, and particles escape too soon. Motion along the long axis plays no part in this count.

These pressures and dimensions are in the range of silicon trench etching in low-pressure inductively coupled plasmas; the plasma and surface values below are rough. Some of the neglected effects can be estimated:

- **Gas collisions.** Each particle hits the walls of a closed trench at the rate \((nv/4)\,2(w+h)/(nwh)\), so the mean flight is \(2wh/(w+h)=90.9\) nm. A visit to the open trench has \(2(w+h)/w=22\) flights, counting the one that leaves, or 2000 nm of path. For an atom diameter of 0.37 nm the free path is \(6.8\times10^6\) nm, giving about \(3\times10^{-4}\) collisions per visit.
- **Adsorption.** A binding energy of 0.1 eV and an attempt time of \(10^{-13}\) s give a stay of about \(5\times10^{-12}\) s and a coverage near \(10^{-8}\) of \(10^{15}\) sites per cm².
- **Ions.** For a plasma density of \(5\times10^{10}\) cm⁻³ and an electron temperature of 3 eV, the sheath-edge estimate \(e^{-1/2}n_e\sqrt{k_BT_e/m}\) is 0.29% of \(\Gamma_0\). If all these ions land on the bottom and leave as thermal neutrals by the cosine law, each makes 4.16 bottom arrivals on average, including the first. This adds 1.2% to the bottom flux. The factor \(e^{-1/2}\) is the collisionless value; at 10 mTorr the ion free path is a few millimetres and the edge-to-centre density ratio in a chamber 5–20 cm high is nearer 0.2–0.3, so these are upper estimates. Energetic reflection is not included.
- **Mirror-like reflection.** A mirror has \(\theta=\theta'\) and satisfies detailed balance. Ray tracing of the closed trench with 30% mirror reflection and 70% cosine emission gives 1.000 for both end and sidewall flux.

For reactive species, the walls are no longer inert. With the cosine law and a loss probability of 0.01 per wall hit, the bottom mean drops to 0.69 of the incident flux. That depletion is physical within the model. To keep it separate from a sampling error, set the loss to zero first, feed the mouth with an isotropic gas, and check that every wall, including the corner cells, receives the same flux within statistical noise. The numerical output below lists the values used here.

## Table of computed values

```
mean cos(theta), gas arrivals: 0.6671
mean cos(theta), cosine emission: 0.6669
mean cos(theta), uniform emission: 0.5000
CLOSED TRENCH, uniform law (flux ratios, no unit)
aspect    1: end after one bounce 1.0000, steady end/side 1.0000
aspect    2: end after one bounce 1.2557, steady end/side 1.3369
aspect    5: end after one bounce 1.7287, steady end/side 1.9730
aspect   10: end after one bounce 2.1353, steady end/side 2.6671
aspect   20: end after one bounce 2.5599, steady end/side 3.6319
one-bounce large-aspect estimate at 20: 2.5438
square section, wall-centre flux/mean: 0.7630
cosine law, aspect 10, largest |flux-1|: 1.5e-07
cycle left height/width: 2.0362
cycle bottom position/width: 0.2800
cycle right height/width: 0.6362
cycle ratio, uniform law, panels: 8.236
cycle ratio, uniform law, formula: 8.229
cycle ratio, cosine law: 1.000000
corner exponent from solution: -0.3326
aspect 10, uniform law, end flux/mean: 2.3161
aspect 10, uniform law, side flux/mean: 0.8684
same by rays, end and side: 2.317, 0.869
cosine rays, end and side: 0.999, 1.000
30% mirror rays, end and side: 1.000, 1.000
OPEN TRENCH, argon example
width, depth: 50 nm, 500 nm
pressure: 10 mTorr
gas and wall temperature: 400 K, 300 K
incident flux = true wall flux: 2.779e+18 cm^-2 s^-1
false bottom mean/true: 1.1662
false sidewall mean/true: 0.4181
false mid-depth sidewall/true: 0.3125
false bottom centre/true: 0.9121
false bottom corner cell of 4.0 nm/true: 1.9656
false bottom corner cell of 0.5 nm/true: 3.8513
false sidewall mean flux: 1.162e+18 cm^-2 s^-1
same by rays, bottom and side: 1.168, 0.418
NEGLECTED EFFECTS, rough inputs
atom diameter: 0.37 nm; free path: 6.81e+06 nm
mean flight: 90.9 nm (rays), 90.9 nm (formula)
path per visit: 2000 nm; collisions per visit: 2.9e-04
plasma density: 5e+10 cm^-3; Te: 3 eV
ion flux: 8.16e+15 cm^-2 s^-1; ion/neutral: 2.94e-03
bottom arrivals per ion landing there: 4.157
added bottom flux from ions: 1.22 %
binding: 0.1 eV; attempt time: 1e-13 s
stay: 4.8e-12 s; coverage of 1e+15 cm^-2: 1.3e-08
wall loss 0.01 per hit: true bottom/incident 0.6853
```
